# Half charges in dissociated H2+ within exchange-only LSDA: verification in Python

```python
"""Exchange-only LSDA for dissociating H2+ (Hartree atomic units).

Result under test, for frozen hydrogen 1s orbitals and large separation R:
    E_half(R) - E_integer = -J/2 + K*(1 - 2**(-1/3)) + 1/(4*R)
J: Hartree energy of the 1s density; K: minus its spin-polarized LSDA exchange.
E_half: half an electron on each proton; E_integer: all of it on one proton.
f: fraction of the electron on the first proton; q: charge held by one atom.
Radial quadrature and Gaussian-basis calculations test the closed formulas.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from pyscf import gto, dft

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# Closed formulas
J = 5 / 16
K = 81 / 256 * 6 ** (1 / 3) * np.pi ** (-2 / 3)
E_integer = -0.5 + J - K
E_half_limit = -0.5 + J / 2 - K * 2 ** (-1 / 3)
gap = -J / 2 + K * (1 - 2 ** (-1 / 3))


def split_gap(f):
    return -2 * J * f * (1 - f) + K * (1 - f ** (4 / 3) - (1 - f) ** (4 / 3))


# Radial quadrature from the definitions, for charge q and exponent z
def radial_terms(q, z):
    def density(r):
        return q * z ** 3 / np.pi * np.exp(-2 * z * r)

    def shell(r):
        return 4 * np.pi * r * r * density(r)

    def exchange_density(r):
        k_fermi = (6 * np.pi ** 2 * density(r)) ** (1 / 3)
        return -3 * k_fermi / (4 * np.pi) * shell(r)

    def hartree_density(r):
        enclosed = quad(shell, 0, r)[0]
        return shell(r) * enclosed / r if r > 0 else 0.0

    kinetic = quad(lambda r: 0.5 * z * z * shell(r), 0, 35)[0]
    nuclear = quad(lambda r: -4 * np.pi * r * density(r), 0, 35)[0]
    hartree = quad(hartree_density, 0, 35)[0]
    exchange = quad(exchange_density, 0, 35)[0]
    return kinetic, nuclear, hartree, exchange


kin1, nuc1, J_quad, X_quad = radial_terms(1.0, 1.0)
assert abs(kin1 + nuc1 + 0.5) < 1e-7
assert abs(J_quad - J) < 1e-7
assert abs(X_quad + K) < 1e-7

# Gaussian basis: 14 s exponents and 3 p exponents on each proton
s_exponents = [0.04 * 2.2 ** k for k in range(14)]
p_exponents = [0.2, 0.6, 1.8]
basis = [[0, [a, 1.0]] for a in s_exponents]
basis += [[1, [a, 1.0]] for a in p_exponents]
inversion = np.r_[np.ones(14), -np.ones(9)]


def make_system(R=None, level=4):
    if R is None:
        atoms, charge = "H 0 0 0", 0
    else:
        atoms, charge = f"H 0 0 0; H 0 0 {R}", 1
    mol = gto.M(atom=atoms, unit="Bohr", basis={"H": basis},
                charge=charge, spin=1, verbose=0)
    mf = dft.UKS(mol)
    mf.xc = "lda,"
    mf.grids.level = level
    return mol, mf


def energy_parts(mol, mf, P, h):
    veff = mf.get_veff(mol, np.array([P, np.zeros_like(P)]))
    one_electron = np.sum(P * h) + mol.energy_nuc()
    parts = np.array([one_electron, float(np.real(veff.ecoul)),
                      float(np.real(veff.exc))])
    return parts, np.asarray(veff)[0]


# Frozen orbital: lowest state of the bare hydrogen Hamiltonian
atom, atom_mf = make_system()
h_atom, S_atom = atom_mf.get_hcore(), atom_mf.get_ovlp()
levels, orbitals = eigh(h_atom, S_atom)
orbital_1s = orbitals[:, 0]
assert abs(levels[0] + 0.5) < 2e-5


def frozen_parts(R, fractions):
    mol, mf = make_system(R, level=5)
    h, S = mf.get_hcore(), mf.get_ovlp()
    results = []
    for f in fractions:
        c = np.r_[np.sqrt(f) * orbital_1s, np.sqrt(1 - f) * orbital_1s]
        c = c / np.sqrt(c @ S @ c)
        results.append(energy_parts(mol, mf, np.outer(c, c), h)[0])
    return results


R_frozen = [12, 16, 20, 30, 40]
frozen_energy = []
for R in R_frozen:
    if R == 20:
        half20, integer20, quarter20 = frozen_parts(R, [0.5, 1.0, 0.25])
        frozen_energy.append(half20.sum())
    else:
        frozen_energy.append(frozen_parts(R, [0.5])[0].sum())
frozen_energy = np.array(frozen_energy)
excess = frozen_energy - E_half_limit
remainder = excess - 1 / (4 * np.array(R_frozen))

# Basis and grid errors are of order 1e-5 hartree or less
assert np.all(excess > 0)
assert np.all(np.abs(remainder[1:]) < 5e-5)
assert abs(half20[0] + 0.5) < 3e-5
assert abs(half20[1] - (J / 2 + 1 / 80)) < 3e-5
assert abs(half20[2] + K * 2 ** (-1 / 3)) < 3e-5
assert abs(integer20.sum() - E_integer) < 3e-5
quarter_gap = quarter20.sum() - integer20.sum()
assert abs(quarter_gap - split_gap(0.25) - 0.25 * 0.75 / 20) < 5e-5
tail_power = np.log(excess[4] / excess[2]) / np.log(40 / 20)
assert abs(tail_power + 1) < 0.01

# The equal split is the lowest one
fractions = np.linspace(0, 1, 1001)
gap_curve = split_gap(fractions)
lowest_fraction = fractions[np.argmin(gap_curve)]
assert abs(lowest_fraction - 0.5) < 1e-12
assert np.all(np.diff(gap_curve[:501]) < 0)

# Relaxation of a single exponent: formula against direct minimization
one_exponent = {}
for q in (1.0, 0.5):
    z = 1 - q * J + q ** (1 / 3) * K
    energy = -q * z * z / 2
    found = minimize_scalar(lambda x: sum(radial_terms(q, x)),
                            bounds=(0.7, 1.3), method="bounded",
                            options={"xatol": 1e-6})
    assert abs(found.x - z) < 1e-4
    assert abs(found.fun - energy) < 1e-7
    one_exponent[q] = (z, energy)
gap_exponent = 2 * one_exponent[0.5][1] - one_exponent[1.0][1]


# Full relaxation; columns of X span the allowed orbital space
def relax(mol, mf, q, X):
    h, S = mf.get_hcore(), mf.get_ovlp()
    S_allowed = X.T @ S @ X

    def lowest_density(F):
        c = X @ eigh(X.T @ F @ X, S_allowed)[1][:, 0]
        return q * np.outer(c, c)

    P = lowest_density(h)
    previous = np.inf
    for _ in range(60):
        parts, potential = energy_parts(mol, mf, P, h)
        energy = parts.sum()
        if abs(energy - previous) < 1e-8:
            return energy
        previous = energy
        P = 0.2 * P + 0.8 * lowest_density(h + potential)
    raise AssertionError("self-consistency not reached")


identity = np.eye(len(inversion))
relaxed_one = relax(atom, atom_mf, 1.0, identity)
relaxed_half = relax(atom, atom_mf, 0.5, identity)
gap_relaxed = 2 * relaxed_half - relaxed_one
for q, energy in ((1.0, relaxed_one), (0.5, relaxed_half)):
    assert 0 <= one_exponent[q][1] - energy < 3e-3

gerade = np.vstack([identity, np.diag(inversion)])
R_relaxed = [2, 3, 4, 5, 6, 7, 8, 12, 20]
relaxed_curve = []
for R in R_relaxed:
    mol, mf = make_system(R, level=3)
    relaxed_curve.append(relax(mol, mf, 1.0, gerade))
relaxed_curve = np.array(relaxed_curve)
relaxed_remainder = relaxed_curve[-1] - 2 * relaxed_half - 1 / 80
assert abs(relaxed_remainder) < 1e-4
top = int(np.argmax(relaxed_curve))
assert 0 < top < len(R_relaxed) - 1
assert np.all(relaxed_curve[top:] > 2 * relaxed_half)

print(f"J, Hartree energy of 1s: {J:.6f} hartree")
print(f"J from quadrature: {J_quad:.6f} hartree")
print(f"K, minus LSDA exchange of 1s: {K:.6f} hartree")
print(f"K from quadrature: {-X_quad:.6f} hartree")
print(f"Integer energy, frozen: {E_integer:.6f} hartree")
print(f"Half-charge limit, frozen: {E_half_limit:.6f} hartree")
print(f"Hartree part of gap: {-J / 2:.6f} hartree")
print(f"Exchange part of gap: {K * (1 - 2 ** (-1 / 3)):.6f} hartree")
print(f"Frozen gap: {gap:.6f} hartree = {gap * HARTREE_EV:.3f} eV")
print(f"Fraction f at lowest energy: {lowest_fraction:.3f}")
print(f"Gap formula at f=0.25, R infinite: {split_gap(0.25):.6f} hartree")
print(f"Computed gap at f=0.25, R=20 bohr: {quarter_gap:.6f} hartree")
print("Frozen half charges: R (bohr), E, E-limit, 1/(4R) (hartree)")
for R, energy, above in zip(R_frozen, frozen_energy, excess):
    print(f"  {R:2d}  {energy:.6f}  {above:.6f}  {1 / (4 * R):.6f}")
print(f"Power of R in tail, 20 to 40 bohr: {tail_power:.4f}")
print("Frozen parts at R=20 bohr (hartree):")
print(f"  one-electron plus proton repulsion: {half20[0]:.6f}")
print(f"  Hartree: {half20[1]:.6f}")
print(f"  LSDA exchange: {half20[2]:.6f}")
print(f"Integer energy computed at R=20 bohr: {integer20.sum():.6f} hartree")
for q in (1.0, 0.5):
    z, energy = one_exponent[q]
    print(f"One exponent, q={q}: z={z:.5f} 1/bohr, E={energy:.6f} hartree")
print(f"Gap with relaxed exponent: {gap_exponent:.6f} hartree")
print(f"Self-consistent atom, q=1: {relaxed_one:.6f} hartree")
print(f"Self-consistent atom, q=0.5: {relaxed_half:.6f} hartree")
print(f"Self-consistent half-charge limit: {2 * relaxed_half:.6f} hartree")
print(f"Self-consistent gap: {gap_relaxed:.6f} hartree")
print("Self-consistent H2+: R (bohr), E (hartree)")
for R, energy in zip(R_relaxed, relaxed_curve):
    print(f"  {R:2d}  {energy:.5f}")
print(f"Highest sampled point: R={R_relaxed[top]} bohr")
print(f"Relaxed E-limit-1/(4R) at R=20 bohr: {relaxed_remainder:.1e} hartree")
print("all good")
```

It prints:

```
J, Hartree energy of 1s: 0.312500 hartree
J from quadrature: 0.312500 hartree
K, minus LSDA exchange of 1s: 0.268037 hartree
K from quadrature: 0.268037 hartree
Integer energy, frozen: -0.455537 hartree
Half-charge limit, frozen: -0.556492 hartree
Hartree part of gap: -0.156250 hartree
Exchange part of gap: 0.055296 hartree
Frozen gap: -0.100954 hartree = -2.747 eV
Fraction f at lowest energy: 0.500
Gap formula at f=0.25, R infinite: -0.074009 hartree
Computed gap at f=0.25, R=20 bohr: -0.064634 hartree
Frozen half charges: R (bohr), E, E-limit, 1/(4R) (hartree)
  12  -0.535685  0.020806  0.020833
  16  -0.540868  0.015624  0.015625
  20  -0.543990  0.012501  0.012500
  30  -0.548157  0.008334  0.008333
  40  -0.550241  0.006251  0.006250
Power of R in tail, 20 to 40 bohr: -1.0000
Frozen parts at R=20 bohr (hartree):
  one-electron plus proton repulsion: -0.499999
  Hartree: 0.168750
  LSDA exchange: -0.212740
Integer energy computed at R=20 bohr: -0.455536 hartree
One exponent, q=1.0: z=0.95554 1/bohr, E=-0.456526 hartree
One exponent, q=0.5: z=1.05649 1/bohr, E=-0.279044 hartree
Gap with relaxed exponent: -0.101561 hartree
Self-consistent atom, q=1: -0.457078 hartree
Self-consistent atom, q=0.5: -0.279069 hartree
Self-consistent half-charge limit: -0.558138 hartree
Self-consistent gap: -0.101060 hartree
Self-consistent H2+: R (bohr), E (hartree)
   2  -0.56065
   3  -0.55206
   4  -0.53527
   5  -0.52647
   6  -0.52432
   7  -0.52563
   8  -0.52818
  12  -0.53735
  20  -0.54564
Highest sampled point: R=6 bohr
Relaxed E-limit-1/(4R) at R=20 bohr: -2.1e-06 hartree
all good
```
